# Dark fringes of a resonant 6π standing-wave pulse

## Question

Two-level atoms, all in the ground state $|g\rangle$, lie along the axis $x$ of a standing light wave. A pulse exactly resonant with the transition to $|e\rangle$ is applied. In the frame rotating with the light, and in the rotating-wave approximation, an atom at $x$ obeys

$$
i\dot c_g=\tfrac12\Omega(x,t)\,c_e,\qquad
i\dot c_e=\tfrac12\Omega(x,t)\,c_g ,
$$

where $c_g,c_e$ are the state amplitudes and $\Omega$ is the real, signed Rabi frequency. The atom doesn't move during the pulse, and relaxation is neglected until part (f). The local pulse area is

$$
\theta(x)=\int\Omega(x,t)\,dt=6\pi\cos u,\qquad u=kx,\quad k=2\pi/\lambda .
$$

**(a)** Find the excited population $P(x)$ after the pulse, and show that it doesn't depend on the pulse shape at given area.

**(b)** Locate all zeros of $P$ within one period, stating which period is meant.

**(c)** Show that the zeros are unequally spaced, and say where they are closest. Compare with a weak pulse.

**(d)** Find how $P$ rises from each kind of zero, the width of the dark fringes at the node and the antinode at the level $P=1/2$, and the positions of the bright fringes.

**(e)** What happens to the dark fringes if the area is 1 percent too large or too small, or if the two beams have field amplitudes in the ratio 0.505 to 0.495?

**(f)** Take cold rubidium on its D2 line, with rough values $\lambda=780$ nm, upper-state lifetime $1/\Gamma=26$ ns and temperature 100 µK. The envelope is $\sin^2(\pi t/T)$ with $T=200$ ps. With spontaneous decay at rate $\Gamma$ and additional dephasing at rate $\gamma$, the inversion $w=2P-1$ and the coherence $v$ obey

$$
\dot v=\Omega w-\left(\tfrac{\Gamma}{2}+\gamma\right)v,\qquad
\dot w=-\Omega v-\Gamma(1+w).
$$

Numerical integration with $\gamma=0$ gives $P=0.00153$, $0.00179$ and $0.00193$ at the positions where $|\theta|=2\pi$, $4\pi$ and $6\pi$. With $1/\gamma=100$ ps it gives $P=0.266$ where $|\theta|=6\pi$. Discuss what limits the pattern, and whether the same fringes could be written directly in a rapidly dephasing resist.

## Model answers

### (a) Excited population

Add and subtract the two equations. The combinations $s_\pm=c_g\pm c_e$ separate:

$$
i\dot s_\pm=\pm\tfrac12\Omega\,s_\pm .
$$

Initially $c_g=1$ and $c_e=0$, so both combinations start at 1. Integration over the pulse gives

$$
s_\pm=e^{\mp i\theta/2},\qquad
c_e=\frac{s_+-s_-}{2}=\frac{e^{-i\theta/2}-e^{i\theta/2}}{2}=-i\sin\frac{\theta}{2}.
$$

Therefore

$$
P(x)=\sin^2\frac{\theta(x)}{2}=\sin^2(3\pi\cos u).
$$

Only the time integral of $\Omega$ enters, so the envelope is immaterial. This relies on resonance: a detuning would add different diagonal terms to the two equations, and $s_+$ and $s_-$ would no longer separate. The sign change of $\theta$ across a field node changes the sign of $c_e$ but not $P$.

### (b) The zeros

The sine vanishes when its argument is an integer multiple of $\pi$:

$$
3\pi\cos u=n\pi\quad\Longleftrightarrow\quad \cos u=\frac n3 .
$$

Since $|\cos u|\le1$, the permitted integers are $n=-3,-2,\dots,3$.

The field amplitude has period $\lambda$, or $2\pi$ in $u$. In the interval $0\le u<2\pi$, each of the five values $n=0,\pm1,\pm2$ is reached twice. The values $n=3$ and $n=-3$ are reached once each, at $u=0$ and $u=\pi$. The number of distinct zeros is $5\times2+2=12$.

The population has a shorter period. Because $\cos(u+\pi)=-\cos u$ and the squared sine is even, $P(u+\pi)=P(u)$. One period of the excitation pattern is thus $\lambda/2$. Its six zeros, in $0\le u<\pi$, are

$$
u=0,\quad \arccos\tfrac23,\quad \arccos\tfrac13,\quad \tfrac{\pi}{2},\quad
\pi-\arccos\tfrac13,\quad \pi-\arccos\tfrac23 .
$$

Adding $\pi$ to each gives the other six zeros of the field period. For $\lambda=780$ nm, $x=u\lambda/2\pi$ gives:

| $\cos u$ | $u$ (degrees) | $x$ (nm) |
|---:|---:|---:|
| $1$ | 0 | 0 |
| $2/3$ | 48.19 | 104.4 |
| $1/3$ | 70.53 | 152.8 |
| $0$ | 90 | 195.0 |
| $-1/3$ | 109.47 | 237.2 |
| $-2/3$ | 131.81 | 285.6 |

The point $u=\pi$, at 390 nm, begins the next pattern period and is not counted again.

### (c) Unequal spacing

Going from the node at $u=\pi/2$ towards the antinode at $u=0$, the successive gaps are

$$
g_1=\frac{\pi}{2}-\arccos\frac13,\qquad
g_2=\arccos\frac13-\arccos\frac23,\qquad
g_3=\arccos\frac23 .
$$

Write $c=\cos u$. On this quarter period $u=\arccos c$ and $du/dc=-1/\sqrt{1-c^2}$, so

$$
g_j=\int_{(j-1)/3}^{j/3}\frac{dc}{\sqrt{1-c^2}},\qquad j=1,2,3 .
$$

The three intervals in $c$ have the same length, while the integrand increases with $c$. Hence

$$
g_1<g_2<g_3 .
$$

The zeros are equally spaced in area, not in position. The area changes most rapidly with position at the node, where the zeros crowd together, and is stationary at the antinode, where they spread apart.

By the reflection $u\to\pi-u$, the gaps across a pattern period are $g_3,g_2,g_1,g_1,g_2,g_3$. In nanometres these are

$$
104.4,\quad48.4,\quad42.2,\quad42.2,\quad48.4,\quad104.4 .
$$

Six equally spaced zeros would be $390/6=65.0$ nm apart. The widest actual gap is $104.4/42.2\approx2.5$ times the narrowest. The two widest gaps meet once per pattern period, at an antinode, so no displacement smaller than $\lambda/2$ maps the set of zeros onto itself. The pattern is therefore not a grating of period $\lambda/12$, although it has six dark fringes per $\lambda/2$.

For a weak pulse of area $A\cos u$ with $A\ll1$, $\sin(\theta/2)\approx\theta/2$ and

$$
P\approx\frac{A^2}{4}\cos^2u .
$$

This vanishes only at the field nodes, which are 390 nm apart. In fact, the nodes are the only zeros for every $0<A<2\pi$, because a zero elsewhere requires $|\theta|$ to reach at least $2\pi$. The additional zeros at $A=6\pi$ come from complete Rabi cycles: under an envelope that keeps one sign, an atom there has been excited and returned to its ground state one, two or three times. The light intensity itself still has its ordinary period $\lambda/2$; the finer structure arises from the nonlinear atomic response.

### (d) Shape and width of the fringes

Let $u=u_0+\delta$, with $u_0$ a zero that is not an antinode. To first order,

$$
\cos u\approx\frac n3-\delta\sin u_0 .
$$

The term $n\pi$ in the argument of the sine changes at most its sign, so

$$
P\approx\sin^2(3\pi\delta\sin u_0)\approx(3\pi\sin u_0)^2\delta^2 .
$$

At an antinode $\sin u_0=0$, and the next term is needed. Near $u_0=0$, $\cos\delta\approx1-\delta^2/2$, hence

$$
P\approx\sin^2\left(3\pi-\frac{3\pi\delta^2}{2}\right)
\approx\frac{9\pi^2}{4}\delta^4 .
$$

The same holds at $u_0=\pi$. The antinode zero is quartic and gives a broad, flat dark fringe.

The level $P=1/2$ is first reached when the argument of the sine differs from a multiple of $\pi$ by $\pi/4$. At the antinode this means $3\pi\cos u=3\pi-\pi/4$, or $\cos u=11/12$. At the node it means $3\pi|\cos u|=\pi/4$, or $|\cos u|=1/12$. The full widths are

$$
\Delta u_{\rm antinode}=2\arccos\frac{11}{12},\qquad
\Delta u_{\rm node}=2\arcsin\frac1{12}.
$$

They correspond to 102.1 nm and 20.7 nm. A single figure for the resolution would hide this factor of about five.

Bright fringes have $P=1$, so $3\pi\cos u=(m+\tfrac12)\pi$ with integer $m$, or

$$
\cos u=\pm\frac16,\ \pm\frac12,\ \pm\frac56 .
$$

In one pattern period they lie at 72.7, 130.0, 174.2, 215.8, 260.0 and 317.3 nm. Their spacing is also uneven: the central pair is $215.8-174.2=41.6$ nm apart, whereas the two on either side of an antinode are $2\times72.7=145.4$ nm apart.

### (e) Errors of area and beam balance

Let the peak area be $6\pi(1+\eta)$. The zeros now satisfy

$$
(1+\eta)\cos u=\frac n3 .
$$

For $\eta=+0.01$ and $n=3$, this gives $\cos u=1/1.01$. The single zero at the antinode splits into two, at $\pm17.5$ nm. Between them, at the antinode itself,

$$
P=\sin^2(3.03\pi)=\sin^2(0.03\pi)=0.0089 .
$$

For $\eta=-0.01$, the condition for $n=3$ would require $\cos u>1$, so the zero disappears. The population at the antinode is $\sin^2(2.97\pi)=0.0089$. It is still a local minimum, since moving away lowers the argument further below $3\pi$.

The other zeros survive and move. Keeping $(1+\eta)\cos u$ fixed to first order gives

$$
\eta\cos u_0-\delta u\,\sin u_0=0,\qquad \delta u=\eta\cot u_0 .
$$

At $\cos u_0=2/3$, a 1 percent excess moves the zero by 1.1 nm away from the antinode. The node zero doesn't move, because $\cot(\pi/2)=0$. The antinode is far more sensitive because the area has no slope there with which a small displacement could compensate the error.

For unequal beams, let the field be proportional to $ae^{iu}+be^{-iu}$, with $a=0.505$, $b=0.495$ and $a+b=1$. Then

$$
|ae^{iu}+be^{-iu}|^2=a^2+b^2+2ab\cos2u
=(a+b)^2\cos^2u+(a-b)^2\sin^2u .
$$

The second form follows from $\cos2u=\cos^2u-\sin^2u$ and $1=\cos^2u+\sin^2u$. The field phase at each position is constant in time and can be absorbed into the phase of $|e\rangle$, so $P=\sin^2(|\theta|/2)$ still holds. At the node $|\theta|=6\pi|a-b|=0.06\pi$, and

$$
P=\sin^2(0.03\pi)=0.0089 .
$$

The imbalance thus lifts the node zero. At the antinode the magnitude remains $6\pi$, so that zero is retained.

### (f) Cold rubidium, and a dephasing resist

A suitable two-level system is the stretched ground state driven by circularly polarized light. Both beams must have the same sense of rotation about the fixed $x$ axis. Ideal polarization then selects a single D2 upper state. Since the envelope integrates to $T/2$, the peak Rabi frequency at the antinode is

$$
\Omega_{\rm peak}=\frac{2\times6\pi}{200\ \mathrm{ps}}
=1.885\times10^{11}\ \mathrm{rad/s}.
$$

This is thousands of times $\Gamma$. It is chosen so that three Rabi cycles finish well within the lifetime.

**Relaxation.** The pulse lasts $0.2/26\approx0.8$ percent of a lifetime. The given Bloch results show that decay raises the population at the former zeros away from the node to between 0.0015 and 0.0019. At an ideal node there is no light and $P$ stays zero. The 1 percent errors in part (e) have a larger effect at two places: the area error lifts the antinode, and the beam imbalance lifts the node, each to 0.0089. For an area error alone to lift the antinode by less than decay does, one needs $\sin^2(3\pi\eta)<0.00193$, or $|\eta|$ below about 0.47 percent.

**Other levels and frequency shifts.** A further excited level is reached from $|e\rangle$ by light near 776 nm, a rough value. A three-level calculation with this second coupling set equal to the first, a deliberately strong assumption, gives a population outside the ground state of at most $1.6\times10^{-8}$ at the three zero areas. This figure belongs to the symmetric $\sin^2$ envelope: the coupling shifts $|e\rangle$ by an accumulated phase of about 0.05 rad, and asymmetric envelopes of the same area raise the residual population to between $10^{-7}$ and $10^{-6}$ at $|\theta|=6\pi$. The Doppler phase during the pulse is about $1.6\times10^{-4}$ rad, and an estimate of the counter-rotating phase is $2.8\times10^{-4}$ rad. A small phase error changes the population at a zero by at most about its square, here below $10^{-7}$. For these parameters, decay is the larger effect.

**Motion.** The thermal speed along one axis is 0.098 m/s. The light also kicks the atoms. From part (a), the states $(|g\rangle\pm|e\rangle)/\sqrt2$ acquire phases $\mp\theta(x)/2$. Momentum is $\hbar$ times the phase gradient, so

$$
\Delta p_\pm=\mp\frac{\hbar}{2}\frac{d\theta}{dx}
=\pm3\pi\hbar k\sin u .
$$

The largest kick, at a node, corresponds to 0.055 m/s. Motion at the sum of these two speeds covers 0.03 nm during the pulse, which justifies treating the atoms as fixed. During one excited-state lifetime, the thermal and kick displacements are 2.5 nm and 1.4 nm. Both are small beside the narrowest gap of 42.2 nm. The kick does not blur the node: near it the excited amplitude is an equal superposition of two opposite momenta with the same kinetic energy, so this standing pattern only gains a phase, and free evolution over one lifetime lifts no zero above $4\times10^{-5}$. The thermal motion does fill in the quadratic zeros, to about 0.02 at $|\cos u|=2/3$ and 0.03 at $|\cos u|=1/3$, while the quartic antinode zero rises only to about $10^{-5}$. By the expansion in part (d), a random displacement of rms size $\sigma=2.5$ nm raises the mean population at the node to about $(3\pi k\sigma)^2\approx0.04$, with the loss by decay left aside. This is about four times the effect of the 1 percent beam imbalance, so the pattern should be used well before one lifetime has passed.

The excitation is a latent pattern that decays with the 26 ns lifetime. Making a permanent structure requires a state-selective step that acts sooner, and that step will add its own blur, which is not modelled here.

**A resist.** With a coherence time of 100 ps, half the pulse length, the antinode population is already 0.266 instead of zero. In condensed resist molecules, electronic coherence is typically lost in less than a picosecond. To see the limit, neglect $\Gamma$ and let $\gamma$ greatly exceed both $\Omega$ and the rate at which the envelope changes. Then $v$ follows the drive, with $\dot v\approx0$:

$$
v\approx\frac{\Omega w}{\gamma},\qquad
\dot w\approx-\frac{\Omega^2}{\gamma}w .
$$

Starting from $w=-1$, integration gives

$$
P=\frac{1+w}{2}=\frac12\left[1-\exp\left(-\frac1\gamma\int\Omega^2dt\right)\right].
$$

This rises monotonically with local intensity and saturates at $1/2$. Its only zeros are the field nodes, so the additional dark fringes are lost. The same 200 ps pulse would therefore not write them directly in such a resist. They require a pulse that completes its Rabi cycles before coherence is lost, in addition to control of the area and, for a general envelope, a detuning small compared with the inverse pulse length. (A sech envelope is a special case: its zeros survive detuning, but the bright fringes dim.) Further values are listed in the numerical output.

## Numbers as computed

```
Zeros found per field period: 12
Zeros per excitation-pattern period: 6
Zeros per field period, weak pulse of area 0.2 pi: 2
Wavelength (rough input): 780 nm
Pattern period: 390.0 nm
Zero 1: kx = 0.00 deg, x = 0.00 nm
Zero 2: kx = 48.19 deg, x = 104.41 nm
Zero 3: kx = 70.53 deg, x = 152.81 nm
Zero 4: kx = 90.00 deg, x = 195.00 nm
Zero 5: kx = 109.47 deg, x = 237.19 nm
Zero 6: kx = 131.81 deg, x = 285.59 nm
Gap 1: 48.19 deg, 104.41 nm
Gap 2: 22.34 deg, 48.40 nm
Gap 3: 19.47 deg, 42.19 nm
Gap 4: 19.47 deg, 42.19 nm
Gap 5: 22.34 deg, 48.40 nm
Gap 6: 48.19 deg, 104.41 nm
Equal gap would be: 30 deg, 65.00 nm
Bright fringes x (nm): 72.71, 130.00, 174.21, 215.79, 260.00, 317.29
Dark width at P=1/2, antinode: 102.08 nm
Dark width at P=1/2, node: 20.71 nm
Pulse total duration: 200 ps
Peak Rabi frequency at antinode: 1.885e+11 rad/s
Upper-state lifetime (rough input): 26 ns
Next-step wavelength (rough input): 776 nm
Temperature (rough input): 100 microkelvin
Zero |n|=1: P with decay 0.00153, with next level 1.8e-11
Zero |n|=2: P with decay 0.00179, with next level 1.3e-09
Zero |n|=3: P with decay 0.00193, with next level 1.6e-08
Antinode P, coherence time 100 ps: 0.266
Antinode P, area 1 percent low: 0.00886
Antinode zero split, area 1 percent high: +/-17.48 nm
Shift of zero 2, area 1 percent high: 1.10 nm
Node P, beam amplitudes 0.505 and 0.495: 0.00886
Doppler phase over pulse: 1.6e-04 rad
Counter-rotating phase estimate: 2.8e-04 rad
Thermal speed, one axis: 0.098 m/s
Largest optical kick speed: 0.055 m/s
Thermal plus kick motion in pulse: 0.031 nm
Thermal motion in lifetime: 2.54 nm
Kick motion in lifetime: 1.44 nm
```
